**Fukui indices of formaldehyde: fixed and responding atomic partitions**

The program compares the fragment of molecular response (FMR, fixed weights applied to the density change) with the response of molecular fragment (RMF, a difference of atomic populations). All densities are Hartree-Fock at one geometry, in the 6-31G** basis except for one basis-sensitivity check of the removal index in 6-31++G**. It asserts that the two agree within integration error for Mulliken and for Hirshfeld with neutral reference atoms. For Hirshfeld-I it asserts that RMF = (1 − K)⁻¹ FMR for a small density change, where K describes how the atomic weights respond to the atomic populations, by comparison with finite differences of self-consistent populations. It also asserts that the one-electron RMF index equals the path average of this local response within a bound estimated from the sampled variation. Further assertions cover orbital symmetry, spherical averaging of the reference atoms, grid stability and the one-electron sum. The output shows that the two Hirshfeld-I definitions assign 0.323 electron differently for removal and 0.036 for addition. The computed anion lies above the neutral molecule, so the addition indices describe an electron confined by the basis.

## Program and output

```python
"""Condensed Fukui indices of formaldehyde: two definitions compared.

FMR (fragment of molecular response): integral of w_A(N) times f.
RMF (response of molecular fragment): difference of atomic populations N_A.
Results under test:
  * Mulliken and neutral-proatom Hirshfeld: FMR = RMF.
  * Hirshfeld-I (weights follow N_A): RMF = (1-K)^(-1) FMR for a small change,
    K_AB = integral rho/rho_pro (delta_AB - w_A) d rho0_B/dN_B,
    and a one-electron RMF is the average of this response along the path.
rho: molecular density; rho0_B: spherical proatom density; rho_pro: their sum.
Atoms are ordered C, O, H, H. Populations are in electrons, lengths in bohr
unless a label says otherwise. f_plus adds an electron, f_minus removes one.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"                  # one core: avoid idle threads
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_CO, R_CH, ANGLE = 1.21, 1.11, 116.0          # angstrom, angstrom, degree
BASIS, DIFFUSE_BASIS = "6-31g**", "6-31++g**"
half = np.radians(ANGLE / 2)
hy, hz = R_CH * np.sin(half), -R_CH * np.cos(half)
GEOMETRY = [("C", (0, 0, 0)), ("O", (0, 0, R_CO)),
            ("H", (0, hy, hz)), ("H", (0, -hy, hz))]
SYMBOLS = [entry[0] for entry in GEOMETRY]
NEUTRAL_POP = np.array([6.0, 8.0, 1.0, 1.0])


def run_scf(atoms, basis, charge, spin, guess=None):
    mol = gto.M(atom=atoms, basis=basis, charge=charge, spin=spin, verbose=0)
    mf = scf.uhf.UHF(mol)
    mf.conv_tol = 1e-9
    if guess is None and spin == 0:             # equal spins stay restricted
        closed = np.asarray(scf.hf.init_guess_by_minao(mol)) / 2
        guess = np.array([closed, closed])
    mf.kernel(dm0=guess)
    if not mf.converged:
        coeff, occ = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(coeff, occ)
    assert mf.converged
    return mf


def total_dm(mf):
    dm = np.asarray(mf.make_rdm1())
    return dm[0] + dm[1]


def density(mol, dm, points):
    ao = mol.eval_gto("GTOval_sph", points)
    return np.einsum("pi,pi->p", ao @ dm, ao)


def ion_guess(mf, spin_index, orbital, occupation):
    occ = np.array(mf.mo_occ, dtype=float)
    occ[spin_index, orbital] = occupation
    return np.array([(c * o) @ c.T for c, o in zip(mf.mo_coeff, occ)])


# ---- molecules at one fixed geometry ----
neutral = run_scf(GEOMETRY, BASIS, 0, 0)
HOMO = neutral.mol.nelectron // 2 - 1
cation = run_scf(GEOMETRY, BASIS, 1, 1, ion_guess(neutral, 1, HOMO, 0.0))
anion = run_scf(GEOMETRY, BASIS, -1, 1, ion_guess(neutral, 0, HOMO + 1, 1.0))
mol = neutral.mol
dm_neutral, dm_cation, dm_anion = map(total_dm, (neutral, cation, anion))
ionization = (cation.e_tot - neutral.e_tot) * HARTREE_EV
affinity = (neutral.e_tot - anion.e_tot) * HARTREE_EV
assert ionization > 0 > affinity


def odd_under_mirror(orbital, axis):
    """True if the orbital changes sign when one coordinate is reversed."""
    points = np.random.default_rng(1).uniform(-2.5, 2.5, (60, 3))
    mirrored = points.copy()
    mirrored[:, axis] *= -1
    a = mol.eval_gto("GTOval_sph", points) @ orbital
    b = mol.eval_gto("GTOval_sph", mirrored) @ orbital
    return np.linalg.norm(a + b) < 1e-3 * np.linalg.norm(a)


# molecule lies in the yz plane: in-plane lone pair is odd in y, pi* odd in x
for orbital in (neutral.mo_coeff[0][:, HOMO], cation.mo_coeff[1][:, HOMO]):
    assert odd_under_mirror(orbital, 1) and not odd_under_mirror(orbital, 0)
for orbital in (neutral.mo_coeff[0][:, HOMO + 1], anion.mo_coeff[0][:, HOMO + 1]):
    assert odd_under_mirror(orbital, 0) and not odd_under_mirror(orbital, 1)


# ---- spherical proatoms ----
def spherical_proatom(symbol, electrons, spin):
    charge = gto.charge(symbol) - electrons
    mf = run_scf([(symbol, (0, 0, 0))], BASIS, charge, spin)
    atom, dm = mf.mol, total_dm(mf)
    blocks, loc = [], atom.ao_loc_nr()
    for shell in range(atom.nbas):
        l = atom.bas_angular(shell)
        for c in range(atom.bas_nctr(shell)):
            blocks.append((l, loc[shell] + c * (2 * l + 1)))
    average = np.zeros_like(dm)
    for l, i in blocks:
        for k, j in blocks:
            if l == k:
                size = 2 * l + 1
                mean = np.trace(dm[i:i + size, j:j + size]) / size
                average[i:i + size, j:j + size] = mean * np.eye(size)
    # explicit angular quadrature of the unaveraged density as a check
    cosines, gauss = np.polynomial.legendre.leggauss(6)
    angles = 2 * np.pi * np.arange(8) / 8
    sines = np.sqrt(1 - cosines**2)
    unit = np.array([(s * np.cos(p), s * np.sin(p), c)
                     for c, s in zip(cosines, sines) for p in angles])
    weight = np.repeat(gauss / 2, 8) / 8
    for radius in (0.5, 1.5):
        reference = weight @ density(atom, dm, radius * unit)
        values = density(atom, average, radius * unit)
        assert np.allclose(values, reference, rtol=1e-8, atol=1e-12)
    return atom, average


SPINS = {"C": {4: 0, 5: 1, 6: 2, 7: 3}, "O": {7: 3, 8: 2, 9: 1, 10: 0},
         "H": {1: 1, 2: 0}}
PROATOMS = {s: [spherical_proatom(s, n, spin) for n, spin in table.items()]
            for s, table in SPINS.items()}
LOWEST = np.array([{"C": 4, "O": 7, "H": 0}[s] for s in SYMBOLS])
HIGHEST = np.array([max(SPINS[s]) for s in SYMBOLS])


class Partition:
    """Quadrature grid with tabulated proatom densities."""

    def __init__(self, level):
        grid = dft.gen_grid.Grids(mol)
        grid.level = level
        grid.build()
        nuclei = mol.atom_coords()
        distance = np.linalg.norm(grid.coords[:, None] - nuclei[None], axis=2)
        keep = distance.min(axis=1) < 12.0      # density is negligible beyond
        self.points, self.volume = grid.coords[keep], grid.weights[keep]
        self.table = []
        for symbol, centre in zip(SYMBOLS, nuclei):
            rows = [density(a, d, self.points - centre)
                    for a, d in PROATOMS[symbol]]
            if symbol == "H":                   # bare proton has no density
                rows.insert(0, np.zeros(len(self.points)))
            self.table.append(np.array(rows))
        self.steps = [np.diff(t, axis=0) for t in self.table]

    def weights(self, pop):
        pro, response = [], []
        for a in range(4):
            x = pop[a] - LOWEST[a]
            k = min(max(int(np.floor(x)), 0), len(self.steps[a]) - 1)
            response.append(self.steps[a][k])
            pro.append(self.table[a][k] + (x - k) * self.steps[a][k])
        pro = np.array(pro)
        total = pro.sum(axis=0)
        return pro / total, total, np.array(response)

    def coupling(self, rho, pop, parts=None):
        w, total, response = self.weights(pop) if parts is None else parts
        ratio = self.volume * rho / total
        return np.diag(response @ ratio) - (w * ratio) @ response.T

    def iterate(self, rho, start, tol=1e-11):
        """Self-consistent Hirshfeld-I populations.

        Newton steps speed up the search; acceptance rests on the residual
        of the self-consistency condition alone, which does not contain K.
        """
        pop, charge_density = np.array(start, dtype=float), self.volume * rho
        for cycle in range(400):
            parts = self.weights(pop)
            residual = parts[0] @ charge_density - pop
            if np.abs(residual).max() < tol:
                assert np.all(pop >= LOWEST) and np.all(pop <= HIGHEST)
                return pop
            step = residual
            if cycle < 25:                      # later: plain iteration
                matrix = np.eye(4) - self.coupling(rho, pop, parts)
                trial = np.linalg.solve(matrix, residual)
                if np.abs(trial).max() < 0.5:
                    step = trial
            pop = pop + step
        raise AssertionError("Hirshfeld-I iteration did not converge")


space, fine = Partition(3), Partition(4)
dms = (dm_neutral, dm_cation, dm_anion)
rho_0, rho_cat, rho_an = (density(mol, d, space.points) for d in dms)
f_minus, f_plus = rho_0 - rho_cat, rho_an - rho_0

# ---- Mulliken ----
slices = mol.aoslice_by_atom()[:, 2:]


def by_atom(values, ranges=slices):
    return np.array([values[a:b].sum() for a, b in ranges])


overlap = mol.intor("int1e_ovlp")
mull_0, mull_cat, mull_an = (by_atom(np.einsum("ij,ji->i", d, overlap))
                             for d in dms)
mull_minus, mull_plus = mull_0 - mull_cat, mull_an - mull_0
ao = mol.eval_gto("GTOval_sph", space.points)
mull_error = 0.0
for change, rmf in ((dm_neutral - dm_cation, mull_minus),
                    (dm_anion - dm_neutral, mull_plus)):
    fmr = by_atom(space.volume @ ((ao @ change) * ao))
    mull_error = max(mull_error, np.abs(fmr - rmf).max())
assert mull_error < 1e-3                        # quadrature error only

# ---- Hirshfeld with neutral proatoms ----
w_neutral = space.weights(NEUTRAL_POP)[0]
hirsh_0 = w_neutral @ (space.volume * rho_0)
hirsh_minus = w_neutral @ (space.volume * f_minus)
hirsh_plus = w_neutral @ (space.volume * f_plus)
fine_rho = [density(mol, d, fine.points) for d in dms]
fine_w = fine.weights(NEUTRAL_POP)[0]
fine_pop = [fine_w @ (fine.volume * r) for r in fine_rho]
hirsh_error = max(np.abs(fine_pop[0] - fine_pop[1] - hirsh_minus).max(),
                  np.abs(fine_pop[2] - fine_pop[0] - hirsh_plus).max())
assert hirsh_error < 1e-3                       # two different grids
frozen = []
for index in (HOMO, HOMO + 1):
    orbital = ao @ neutral.mo_coeff[0][:, index]
    frozen.append(w_neutral @ (space.volume * orbital**2))

# ---- Hirshfeld-I ----
pop_0 = space.iterate(rho_0, NEUTRAL_POP)
pop_cat = space.iterate(rho_cat, pop_0)
pop_an = space.iterate(rho_an, pop_0)
w_0 = space.weights(pop_0)[0]
K = space.coupling(rho_0, pop_0)
radius = np.abs(np.linalg.eigvals(K)).max()
assert radius < 1
results = {}
STEP, CELLS = 1e-4, 32
fd_error = 0.0
for name, f, sign, end in (("f_minus", f_minus, -1, pop_cat),
                           ("f_plus", f_plus, 1, pop_an)):
    fmr = w_0 @ (space.volume * f)
    rmf = sign * (end - pop_0)
    linear = np.linalg.solve(np.eye(4) - K, fmr)
    upper = space.iterate(rho_0 + STEP * f, pop_0)
    lower = space.iterate(rho_0 - STEP * f, pop_0)
    fd_error = max(fd_error,
                   np.abs((upper - lower) / (2 * STEP) - linear).max())
    # average the local response over the transfer of one whole electron
    fractions = np.r_[0, (np.arange(CELLS) + 0.5) / CELLS, 1]
    slopes, pop = [], pop_0
    for x in fractions:
        rho = rho_0 + sign * x * f
        pop = space.iterate(rho, pop, 1e-8)
        parts = space.weights(pop)
        local_fmr = parts[0] @ (space.volume * f)
        slopes.append(np.linalg.solve(
            np.eye(4) - space.coupling(rho, pop, parts), local_fmr))
    slopes = np.array(slopes)
    average = slopes[1:-1].mean(axis=0)
    # midpoint rule with jumps: error is at most half a cell times variation
    bound = np.abs(np.diff(slopes, axis=0)).sum(axis=0) / (2 * CELLS) + 1e-4
    assert np.all(np.abs(average - rmf) < bound)
    moved = 0.5 * np.abs(rmf - fmr).sum()
    results[name] = (fmr, rmf, linear, average, moved, bound.max())
assert fd_error < 1e-4

fine_0 = fine.iterate(fine_rho[0], pop_0)
fine_cat = fine.iterate(fine_rho[1], pop_cat)
fine_an = fine.iterate(fine_rho[2], pop_an)
grid_error = max(np.abs(fine_0 - fine_cat - results["f_minus"][1]).max(),
                 np.abs(fine_an - fine_0 - results["f_plus"][1]).max())
assert grid_error < 2e-3
for vector in (mull_minus, mull_plus, hirsh_minus, hirsh_plus,
               *results["f_minus"][:4], *results["f_plus"][:4]):
    assert abs(vector.sum() - 1) < 1e-3         # one electron in total
    assert abs(vector[2] - vector[3]) < 1e-3    # equivalent hydrogens

# ---- basis sensitivity of the removal index ----
big_0 = run_scf(GEOMETRY, DIFFUSE_BASIS, 0, 0)
big_cat = run_scf(GEOMETRY, DIFFUSE_BASIS, 1, 1, ion_guess(big_0, 1, HOMO, 0.0))
big_change = total_dm(big_0) - total_dm(big_cat)
big_s = big_0.mol.intor("int1e_ovlp")
big_mull = by_atom(np.einsum("ij,ji->i", big_change, big_s),
                   big_0.mol.aoslice_by_atom()[:, 2:])
big_hirsh = w_neutral @ (space.volume
                         * density(big_0.mol, big_change, space.points))


def show(label, vector):
    print(f"{label}: C {vector[0]:.4f}  O {vector[1]:.4f}  "
          f"each H {(vector[2] + vector[3]) / 2:.4f}")


print(f"Geometry: CO {R_CO} angstrom, CH {R_CH} angstrom, HCH {ANGLE} degree")
print(f"Level: Hartree-Fock (ions unrestricted), basis {BASIS}")
print(f"Neutral total energy: {neutral.e_tot:.5f} hartree")
print(f"Vertical ionization energy: {ionization:.3f} eV")
print(f"Vertical electron affinity in this basis: {affinity:.3f} eV")
print("All populations and indices below are in electrons")
show("Mulliken population, neutral", mull_0)
show("Mulliken population, cation", mull_cat)
show("Mulliken population, anion", mull_an)
show("Mulliken f_minus", mull_minus)
show("Mulliken f_plus", mull_plus)
show("Hirshfeld population, neutral", hirsh_0)
show("Hirshfeld f_minus", hirsh_minus)
show("Hirshfeld f_plus", hirsh_plus)
show("Hirshfeld frozen HOMO", frozen[0])
show("Hirshfeld frozen LUMO", frozen[1])
print(f"Mulliken largest |FMR-RMF| (quadrature): {mull_error:.1e}")
print(f"Hirshfeld largest |FMR-RMF| (two grids): {hirsh_error:.1e}")
show("Hirshfeld-I population, neutral", pop_0)
show("Hirshfeld-I population, cation", pop_cat)
show("Hirshfeld-I population, anion", pop_an)
print("Coupling matrix K (dimensionless), rows and columns C, O, H, H:")
for row in K:
    print("  " + "  ".join(f"{value:8.4f}" for value in row))
print(f"Largest |eigenvalue| of K: {radius:.4f}")
for name, (fmr, rmf, linear, average, moved, bound) in results.items():
    show(f"Hirshfeld-I {name} FMR", fmr)
    show(f"Hirshfeld-I {name} RMF", rmf)
    show(f"Hirshfeld-I {name} RMF-FMR", rmf - fmr)
    show(f"Hirshfeld-I {name} linear (1-K)^-1 FMR", linear)
    show(f"Hirshfeld-I {name} path average", average)
    print(f"Hirshfeld-I {name} path-average error bound: {bound:.4f}")
    print(f"Hirshfeld-I {name} D = half sum |RMF-FMR|: {moved:.4f}")
print(f"Linear formula vs finite difference, largest error: {fd_error:.1e}")
print(f"Hirshfeld-I RMF change on finer grid: {grid_error:.1e}")
show(f"Mulliken f_minus in {DIFFUSE_BASIS}", big_mull)
show(f"Hirshfeld f_minus in {DIFFUSE_BASIS}", big_hirsh)
print("done: every assertion held")
```

It prints:

```
Geometry: CO 1.21 angstrom, CH 1.11 angstrom, HCH 116.0 degree
Level: Hartree-Fock (ions unrestricted), basis 6-31g**
Neutral total energy: -113.86759 hartree
Vertical ionization energy: 9.384 eV
Vertical electron affinity in this basis: -2.550 eV
All populations and indices below are in electrons
Mulliken population, neutral: C 5.7449  O 8.4561  each H 0.8995
Mulliken population, cation: C 5.7157  O 7.9518  each H 0.6663
Mulliken population, anion: C 6.0385  O 8.7323  each H 1.1146
Mulliken f_minus: C 0.0292  O 0.5043  each H 0.2333
Mulliken f_plus: C 0.2936  O 0.2762  each H 0.2151
Hirshfeld population, neutral: C 5.8292  O 8.2663  each H 0.9522
Hirshfeld f_minus: C 0.2270  O 0.4830  each H 0.1450
Hirshfeld f_plus: C 0.4014  O 0.3057  each H 0.1465
Hirshfeld frozen HOMO: C 0.1780  O 0.5901  each H 0.1160
Hirshfeld frozen LUMO: C 0.5232  O 0.3376  each H 0.0696
Mulliken largest |FMR-RMF| (quadrature): 1.2e-06
Hirshfeld largest |FMR-RMF| (two grids): 8.3e-07
Hirshfeld-I population, neutral: C 5.5657  O 8.4473  each H 0.9935
Hirshfeld-I population, cation: C 5.6955  O 7.8109  each H 0.7468
Hirshfeld-I population, anion: C 5.9285  O 8.7366  each H 1.1674
Coupling matrix K (dimensionless), rows and columns C, O, H, H:
    0.4413   -0.1757   -0.3227   -0.3227
   -0.2059    0.1957   -0.0235   -0.0235
   -0.1177   -0.0100    0.3620   -0.0157
   -0.1177   -0.0100   -0.0157    0.3620
Largest |eigenvalue| of K: 0.7093
Hirshfeld-I f_minus FMR: C 0.1930  O 0.5051  each H 0.1510
Hirshfeld-I f_minus RMF: C -0.1298  O 0.6364  each H 0.2467
Hirshfeld-I f_minus RMF-FMR: C -0.3228  O 0.1313  each H 0.0957
Hirshfeld-I f_minus linear (1-K)^-1 FMR: C -0.1445  O 0.6505  each H 0.2470
Hirshfeld-I f_minus path average: C -0.1297  O 0.6363  each H 0.2467
Hirshfeld-I f_minus path-average error bound: 0.0008
Hirshfeld-I f_minus D = half sum |RMF-FMR|: 0.3228
Hirshfeld-I f_plus FMR: C 0.3678  O 0.3204  each H 0.1559
Hirshfeld-I f_plus RMF: C 0.3628  O 0.2894  each H 0.1739
Hirshfeld-I f_plus RMF-FMR: C -0.0050  O -0.0311  each H 0.0180
Hirshfeld-I f_plus linear (1-K)^-1 FMR: C 0.3735  O 0.2930  each H 0.1668
Hirshfeld-I f_plus path average: C 0.3627  O 0.2893  each H 0.1740
Hirshfeld-I f_plus path-average error bound: 0.0004
Hirshfeld-I f_plus D = half sum |RMF-FMR|: 0.0361
Linear formula vs finite difference, largest error: 4.8e-11
Hirshfeld-I RMF change on finer grid: 1.8e-06
Mulliken f_minus in 6-31++g**: C 0.0106  O 0.5755  each H 0.2070
Hirshfeld f_minus in 6-31++g**: C 0.2244  O 0.4916  each H 0.1420
done: every assertion held
```
